Density at the nucleus and tight s functions in even-tempered Gaussian bases

**Question.** A Fermi-contact spin-spin coupling depends on orbital values at two nuclei, where an s orbital has a cusp and a Gaussian is flat. In an even-tempered set of s Gaussians with tightest exponent A, how large is the error of the variational density at the nucleus, how does it scale with A, with the nuclear charge Z and with the ratio β of the exponents, and how many tight functions beyond an energy-converged set does a coupling need?

**Answer.** Atomic units are used, the nucleus is a point charge and the theory is nonrelativistic. The basis is g_j = exp(−α_j r²), α_j = α_0 β^j, j = 0 … N, uncontracted, with A = α_N and h = ln β. Functions are added at the tight end while α_0, β and all other functions stay fixed. The argument is an asymptotic estimate in Z/√A, not a rigorous bound.

**A first estimate.** Near the nucleus φ = φ(0)(1 − Zr + …), because −½∇²(−Zr) = Z/r must cancel the attraction −Z/r. The hydrogenic 1s function is a superposition of Gaussians,

e^(−Zr) = ∫_0^∞ (Z/(2√π)) α^(−3/2) exp(−Z²/(4α)) exp(−αr²) dα.

To see this, put t = Z/(2√α), so that α^(−3/2) = 8t³/Z³ and |dα| = Z² dt/(2t³). With b = Zr/2 the right side becomes I(b) = (2/√π) ∫_0^∞ exp(−t² − b²/t²) dt. Here I(0) = 1. Differentiating brings down −2b/t², and the substitution s = b/t, with |ds| = b dt/t², leaves the exponent unchanged in form, so I′ = −2I and I = e^(−2b) = e^(−Zr). Exponents above A are t < Z/(2√A), and at r = 0 they contribute erf(Z/(2√A)) ≈ Z/√(πA). Dropping them lowers φ(0) by the fraction 0.564 Z/√A and the density by twice that. The power A^(−1/2) survives in what follows. The constant does not, because the exponents are discrete and the kept coefficients readjust.

**The tight coefficients.** With p = α_i + α_j, the integrals ∫e^(−pr²)d³r = (π/p)^(3/2), ∫e^(−pr²)d³r/r = 2π/p and ∫r²e^(−pr²)d³r = (3/2)π^(3/2)p^(−5/2), together with ∇g_i·∇g_j = 4α_iα_j r² e^(−pr²), give

S_ij = (π/p)^(3/2), V_ij = −2πZ/p, T_ij = 3π^(3/2) α_iα_j p^(−5/2).

Take first the set continued without end on the tight side, φ_∞ = Σ c_j g_j. Row i of the secular equations is Σ_j T_ij c_j = Z∫g_i φ_∞ d³r/r + E∫g_i φ_∞ d³r. For α_i ≫ Z² the function g_i samples φ_∞ at the nucleus, so the first term is 2πZφ(0)/α_i, while the E term and the −Zr correction are of order α_i^(−3/2). At leading order

Σ_j T_ij c_j = 2πZφ(0)/α_i.

Try c_j = Zφ(0) x α_j^(−1/2), multiply by α_i/(Zφ(0)) and set t = α_j/α_i. Since α_i² α_j^(1/2)/(α_i + α_j)^(5/2) = t^(1/2)(1 + t)^(−5/2) ≡ K(t), the row index drops out:

3π^(3/2) x Σ_m K(β^m) = 2π, so x = 2/(3√π Σ_m K(β^m)).

Replacing the sum by (1/h)∫K dt/t = B(1/2, 2)/h = Γ(1/2)Γ(2)/(hΓ(5/2)) = 4/(3h) gives x ≈ h/(2√π), which is the transform weight times the spacing dα = hα. For β = 3 both forms give 0.30991, and the coefficients of a variational hydrogen atom with β = 2 give 0.19553, the value of the formula, once two neighbouring values of c_j α_j^(1/2)/φ(0) are averaged with weights that cancel the alternating term described below. Dropping every function above A without refitting removes Zφ(0) x A^(−1/2) Σ_(n≥1) β^(−n/2) = Zφ(0) A^(−1/2) x/(√β − 1). The factor x/(√β − 1) is 0.42335 for β = 3.

**The refit.** Let d = φ_∞ − φ_N. For a kept function, ⟨g_i|H − E_∞|φ_∞⟩ = 0 and ⟨g_i|H − E_N|φ_N⟩ = 0, so ⟨g_i|H − E_∞|d⟩ = −(E_N − E_∞)⟨g_i|φ_N⟩. The coefficients of d near the cut are of order Z/√A. In rows with α_i near A, where T_ij ~ A^(−1/2), V_ij ~ Z/A and S_ij ~ A^(−3/2), the potential term is smaller than the kinetic term by Z/√A and the others are smaller still. At leading order d is orthogonal to the kept functions in the kinetic-energy metric.

Number the exponents from the cut, α_l = Aβ^(−l), with l ≥ 0 kept and l < 0 missing. Because α_k + α_l = 2√(α_kα_l) cosh(h(k − l)/2),

T_kl = τ (α_kα_l)^(−1/4) a_(k−l), a_m = sech^(5/2)(hm/2), τ = 3π^(3/2) 2^(−5/2).

Define y_l by α_l^(−1/4) d_l = Zφ(0) x A^(−3/4) y_l. For a missing function d_l = c_l, and α_l^(−3/4) = A^(−3/4)β^(3l/4). With q = β^(3/4) the problem has no parameter but β:

Σ_l a_(k−l) y_l = 0 for k ≥ 0, y_l = q^l for l < 0,

d(0) = Σ_l d_l = Zφ(0) x A^(−1/2) Σ_l β^(−l/4) y_l.

The weight β^(−l/4) lets the rows near the cut dominate d(0), which is why the orders were counted there.

This is a half-infinite Toeplitz system, solved by the Wiener–Hopf method. Let a(z) = Σ a_m z^m. On the unit circle, z = e^(iθ), Poisson summation gives a = (1/h) Σ_n F((θ + 2πn)/h), with F the Fourier transform of sech^(5/2)(u/2). Writing sech(u/2) = 2t^(1/2)/(1 + t) with t = e^u,

F(ω) = 2^(5/2) ∫ t^(5/4 + iω − 1)(1 + t)^(−5/2) dt = 2^(5/2) Γ(5/4 + iω)Γ(5/4 − iω)/Γ(5/2).

For real ω this is positive, so ln a exists on the circle. It is real and even in θ, so its Fourier coefficients obey l_(−n) = l_n, and

a(z) = a₊(z) a₊(1/z), a₊(z) = exp(l_0/2 + Σ_(n≥1) l_n zⁿ),

with a₊ analytic and free of zeros for |z| < 1. Let Y(z) = Σ y_l z^l = Y₊ + Y₋. The known part is Y₋ = Σ_(n≥1) (qz)^(−n) = 1/(qz − 1). The kept y_l are square-summable, since d has finite kinetic energy and a has a positive minimum on the circle, so Y₊ is analytic for |z| < 1. The coefficient of z^k in a(z)Y(z) is Σ_l a_(k−l)y_l, so the product R(z) = a(z)Y(z) has negative powers alone. Dividing by a₊(1/z), whose inverse has no positive powers, a₊(z)Y(z) also has negative powers alone. Now a₊Y₊ has no negative powers, and

a₊(z)/(qz − 1) = [a₊(z) − a₊(1/q)]/(qz − 1) + a₊(1/q)/(qz − 1).

The first term has lost the pole at z = 1/q and is analytic in the disc; the second is a series in negative powers. Matching negative powers,

Y(z) = a₊(1/q)/[a₊(z)(qz − 1)].

The series for Y converges for 1/q < |z| < 1, which contains z = β^(−1/4), where qz − 1 = √β − 1. Hence d(0) = cZφ(0)/√A, and squaring φ_N(0) = φ(0) − d(0),

ρ_N(0) = ρ_∞(0)[1 − 2c(β) Z/√A + O(Z²/A)],

c(β) = [x/(√β − 1)] · a₊(β^(−3/4))/a₊(β^(−1/4)).

The constant is the dropped tail times a refit factor. Both are positive, so at this order the density approaches its limit from below. For β = 3, c = 0.42335 × 0.72063 = 0.30508: the refit recovers 28 % of the dropped tail. For β = 2, c = 0.47206 × 0.60340 = 0.28484, and for β = 4, c = 0.39108 × 0.78136 = 0.30557. The tail falls and the refit factor rises with β, so over this range the relative density error is about 0.6 Z/√A, a little over half of the 1.13 Z/√A from cutting the transform. A direct solution of the truncated linear system reproduces c for these three β. Variational hydrogenic atoms with Z = 1 and Z = 6 give 0.28484 and 0.30507 for β = 2 and 3, when c is read from ln ρ_N at four successive N with the exponents of A imposed. With no exponent imposed, the slope of ln(1 − ρ_N/ρ_∞) against ln A is −0.5001 for β = 2. These values are collected in the numerical output.

**The energy.** Since d lies in the span of the infinite set, ⟨d|H − E_∞|φ_∞⟩ = 0, and inserting φ_N = φ_∞ − d gives E_N − E_∞ = ⟨d|H − E_∞|d⟩ ≈ ⟨d|T|d⟩ = τ Z²φ(0)² x² A^(−3/2) Σ_k y_k R_k, with R_k the coefficients of R(z). These vanish for k ≥ 0, and y_k = q^k for k < 0, so the sum is R(q). From R(z) = a₊(1/z)a₊(z)Y(z) = a₊(1/z)a₊(1/q)/(qz − 1) follows R(q) = a₊(1/q)²/(q² − 1). With φ(0)² = Z³/π for the hydrogenic 1s state,

E_N − E_∞ ≈ κ Z⁵ A^(−3/2), κ = τ x² a₊(β^(−3/4))²/[π(β^(3/2) − 1)].

For β = 2 the formula gives 0.01854 and the variational atom, extrapolated from two values of A to remove the relative correction of order Z/√A, gives 0.01853; for β = 3, κ = 0.02194. Eliminating A between the two laws,

δρ/ρ = 2c (ΔE/κ)^(1/3) Z^(−2/3).

The density error is the cube root of the energy error: a factor of 1000 in energy buys a factor of 10 in density. One more function divides the energy error by β^(3/2) and the density error by β^(1/2), which is 5.196 against 1.732 for β = 3. At a given absolute energy error the relative error of the hydrogenic density is largest for Z = 1. The defect has height Z/√A but volume A^(−3/2), and its kinetic energy, height² × A × volume, is proportional to A^(−3/2), while a point value feels the full height.

**Dense sets.** For h → 0 the tail tends to 1/√π, since √β − 1 ≈ h/2, but c does not. For |θ| < π the n = 0 term dominates a. Put z = e^(−hs), that is θ/h = is. The factor Γ(5/4 − iθ/h) = Γ(5/4 + s) is analytic and free of zeros for Re s > 0, so a₊ ≈ C Γ(5/4 + s) Λ^(−s) for hs ≪ 1, where Λ cancels in the product with the partner factor and has to be fixed by matching at 1 ≪ s ≪ 1/h. There |Γ(5/4 + iω)|² ∝ |ω|^(3/2)e^(−π|ω|). The part −π|θ|/h of ln a has l_n = 2/(hn²) for odd n, from |θ| = π/2 − (4/π)Σ_odd cos(nθ)/n². The sum Σ_odd e^(−nv)/n² has derivative −artanh(e^(−v)) = ½ ln tanh(v/2) ≈ ½ ln(v/2), so it equals a constant plus (v/2)(ln(v/2) − 1), and with v = hs it adds s ln(hs/2) − s to ln a₊. The part (3/2) ln|θ| ≈ (3/2) ln|1 − z| adds (3/4) ln(hs). Stirling's formula gives ln Γ(5/4 + s) ≈ (s + 3/4) ln s − s plus a constant, so Λ = 2/h. The refit factor is then [Γ(2)/Γ(3/2)] Λ^(−1/2) = (2/√π)√(h/2), and

c → √(2h)/π.

At h = 0.01 this is 0.04502 and the full formula gives 0.04484. Closely spaced Gaussians below A can imitate those above it, so c vanishes for β → 1, but as slowly as √h.

**What the limit is.** The quantity ρ_∞ belongs to the given β and α_0. For hydrogen with β = 4, α_0 = 10⁻³ and the tight end taken far enough for the A^(−3/2) term to be negligible, the energy stays 3.07 × 10⁻⁴ E_h above −1/2. Six more diffuse functions change this to 3.06 × 10⁻⁴ E_h, with the density 6.5 × 10⁻⁴ above 1/π in relative terms. This floor is an error of the spacing, and tight functions do not remove it. It also depends on where the grid lies: with α_0 = 5 × 10⁻⁴ it is 4.36 × 10⁻⁴ E_h.

**A slower alternating term.** The tight rows also have homogeneous solutions. In the index j that rises toward the tight end, α_j^(−1/4)c_j = z^j solves Σ_j T_ij c_j = 0 when a(z) = 0, because a(1/z) = a(z). Put θ = π + ihσ, so z = −β^(−σ). The two largest Poisson terms, F(π/h + iσ) and F(−π/h + iσ), are complex conjugates, and they cancel when the phase of the first is −π/2. From F ∝ ω^(3/2)e^(−πω) the phase is −πσ + 3hσ/(2π), so σ ≈ ½/(1 − 3h/(2π²)), or 0.559 for β = 2. The roots of the full sum are 0.5582, 0.5971 and 0.6265 for β = 2, 3, 4, and a winding-number test finds one zero in β^(−3/4) < |z| < 1 in each case. The solution c_j ∝ (−1)^j α_j^(1/4 − σ) falls more slowly than α_j^(−1/2), by the factor α_j^(3/4 − σ). The valence region, where the tight-row equation fails, excites it. By linearity its missing tail is treated as before with q replaced by q′ = −β^σ, which adds a term:

ρ_N(0) = ρ_∞(0)[1 − 2cZ/√A + O(Z²/A) + (−1)^N ε A^(−(σ − 1/4))].

Since σ > 1/4 the limit still exists. For hydrogen with β = 4, after the constant, A^(−1/2) and A^(−1) terms are filtered out of ln ρ_N, successive remainders have the ratio −0.5934, equal to −4^(−(0.6265 − 0.25)). A rough estimate of ε is exp(−π²/h). One factor exp(−π²/(2h)) is the period-two component, ω = π/h in ln α, of the transform weight α^(−1/2)exp(−Z²/(4α)), whose Fourier transform is proportional to Γ(1/2 + iω) with modulus ~ e^(−πω/2). The other is the exponential dependence on h of a₊(1/q′), taken to be that of √a(−1). All prefactors are dropped, and they are not small: for β = 3, a₊(1/q′) = 0.34 while exp(−π²/(2h)) = 0.011. The estimate is 1.3 × 10⁻⁴ for β = 3, and the fitted amplitude for hydrogen with α_0 = 0.05 is |ε| = 5.2 × 10⁻⁴, four times larger. The estimate concerns only the envelope. The period-two component carries a phase π ln α_0/h, so ε oscillates as the grid is shifted: for hydrogen with β = 3 it ranges over about ±6 × 10⁻⁴ and passes through zero between α_0 = 0.024 and 0.029. The cut at the diffuse end also enters: on the grid of α_0 = 0.05, six more diffuse functions raise |ε| from 5.2 × 10⁻⁴ to 6.5 × 10⁻⁴. For α_0 = 0.05 the alternating term equals the main one at

log₁₀A = log₁₀(0.61016/5.20 × 10⁻⁴)/(0.75 − 0.5971) = 3.07/0.1529 = 20.1.

Unless α_0 happens to make ε vanish, the inverse square root is therefore not the final asymptote at fixed β, but for β = 3 it governs the range that a point nucleus can describe.

**Hartree–Fock orbitals and the coupling.** In a tight row at nucleus K of the Hartree–Fock equations, the Coulomb and exchange terms, the other nuclei and the orbital energy are bounded at K and enter like the E term, at order α_i^(−3/2). The leading equation is unchanged, so each orbital carries φ_N(K) = φ_∞(K)(1 − cZ_K/√A_K), and a sum of orbital densities carries the factor 1 − 2cZ_K/√A_K. The restricted Hartree–Fock density of the beryllium atom in an s set with α_0 = 0.02, β = 3 gives c = 0.30506 and a limit of 35.387 bohr⁻³.

The contact interaction of an electron, moment −gμ_B s, with a nuclear moment γħI is a_K δ(r − R_K) s·I_K, with r in bohr and a_K = (2μ_0/3) gμ_B γ_Kħ/a_0³. Its z part is a potential ±λ_K δ(r − R_K) for up and down spin, λ_K = a_K I_Kz/2. The derivative of the variational energy with respect to λ_K is the spin density at K, and that is χλ_L to first order in the perturbation at L. The bilinear energy is χλ_Kλ_L, and equating it to hJ I_Kz I_Lz, with h in this one relation the Planck constant and χ in atomic units,

hJ = a_K a_L χ/(4E_h).

For two electrons in a real orbital φ_i, the up orbital becomes φ_i + u and the down orbital φ_i − u. The up electron sees the core Hamiltonian H_c and the Coulomb potential of the down electron, whose density changes by −2φ_i u; acting on φ_i, that change gives −2K_i u. Projected on the virtual orbitals, the first-order equation is (H_c + J_i − 2K_i − ε_i)u = −λ_L δ_L φ_i. The Fock operator is H_c + 2J_i − K_i, so the matrix is

M_ab = (ε_a − ε_i)δ_ab − (ab|ii) − (ai|bi),

and u_a = −λ_L Σ_b (M⁻¹)_ab d_b^L with d_b^L = φ_b(L)φ_i(L). The spin density is (φ_i + u)² − (φ_i − u)² = 4φ_i u, so

χ = −4 Σ_ab d_a^K (M⁻¹)_ab d_b^L.

At K the perturbation is absent, so φ_i ± u are orbitals with the ordinary cusp, and both φ_i(K) and u(K) carry the factor 1 − cZ_K/√A_K. At L the function u is singular and this argument cannot be applied directly, but M is symmetric, so χ is also the spin density at L caused by a perturbation at K. At first order the two errors add:

J_N ≈ J_∞ (1 − 2cZ_K/√A_K)(1 − 2cZ_L/√A_L).

The product form beyond first order is a convenient writing and is not derived here. The contact term converges from below in magnitude, and with the same set on two hydrogens its relative error is 4c/√A.

**Worked example.** The s set has α_0 = 0.05 and β = 3, so 2c = 0.61016. For the hydrogen atom the limit of this set lies 1.8 × 10⁻⁵ E_h above −1/2 and its density is 1.1 × 10⁻⁵ above 1/π in relative terms. Errors below are relative to the limit. At N = 6, A = 0.05 × 3⁶ = 36.45 and √A = 6.037, so the law gives 0.61016/6.037 = 10.11 % against the variational 10.03 %, while the energy error is 9.4 × 10⁻⁵ E_h. At N = 8, 10, 12, 14 the variational density errors are 3.354, 1.119, 0.373 and 0.124 %, a factor of 3 for each pair of functions, against 3.369, 1.123, 0.374 and 0.125 % from the law.

An energy error of 10⁻⁶ E_h needs A = (0.02194/10⁻⁶)^(2/3) = 784, where the density is still low by 0.61016/28.0 = 2.18 %. A density error of 0.1 % needs A = (0.61016/10⁻³)² = 3.72 × 10⁵. The gap is ln(3.723 × 10⁵/783.8)/ln 3 = 5.61, so six more functions, which together lower the energy by about a microhartree. A decade in the density costs 2 ln 10/ln 3 = 4.19 functions.

The energy column shows a feature that the leading law lacks. The computed error is below κA^(−3/2) by 5.3, 2.5, 2.0, 2.2 and 2.9 % at N = 6 to 14, so the gap first shrinks and then grows. The alternating tail accounts for the size of the growth. Let its y_l be ηq′^l. In d(0) it is smaller than the main term by ηw(√β − 1)/(q′β^(−1/4) − 1), with w = a₊(1/q′)/a₊(1/q). In the energy the cross term, obtained by evaluating R for one tail at the ratio of the other, is 2η a₊(1/q)a₊(1/q′)/(qq′ − 1), smaller than the main term by 2ηw(q² − 1)/(qq′ − 1). The unknown ηw cancels in the ratio. With 3^(σ − 1/4) = 1.464 and 3^(σ + 3/4) = 4.393, the ratio is (2 × 4.196/5.393)/(0.7321/2.464) = 5.24. At N = 14 the alternating part of the density error is 5.20 × 10⁻⁴ × (2.391 × 10⁵)^0.1529/0.61016 = 0.57 % of the main term, which predicts 3.0 % in the energy against the 2.9 % seen. At N = 12 it is smaller by 3^0.306 = 1.40, or 2.1 % against 2.2 %. All rows have even N, so the term appears with one sign. This comparison is of magnitudes, since the sign of ε is not reported.

For H–D at R = 1.4 bohr, the same s set and p exponents 1.2 and 0.35 are placed on each centre. The constants are 4469.9 MHz and 686.2 MHz for a_H and a_D divided by the Planck constant, which give J/χ = 116.534 Hz. At N = 6 the response formula gives χ = 0.371013, an unrestricted calculation in a finite contact field gives the same value, and J = 116.534 × 0.371013 = 43.236 Hz. A four-term fit of ln J over N = 11 to 14, with the exponents imposed and c left free, returns c = 0.30516 and a limit of 53.458 Hz. Relative to that limit:

N = 6, A = 36.45: J = 43.236 Hz, low by 19.12 %, corrected 53.504 Hz
N = 8, A = 328.1: J = 49.919 Hz, low by 6.62 %, corrected 53.461 Hz
N = 10, A = 2952: J = 52.263 Hz, low by 2.24 %, corrected 53.457 Hz
N = 12, A = 2.657 × 10⁴: J = 53.058 Hz, low by 0.75 %, corrected 53.457 Hz
N = 14, A = 2.391 × 10⁵: J = 53.324 Hz, low by 0.25 %, corrected 53.457 Hz

The corrected value is J divided by (1 − 2c/√A)². At N = 6 this is (1 − 0.10106)² = 0.8081 and 43.236/0.8081 = 53.50 Hz, so an error of 10.2 Hz falls to 0.05 Hz. The size of this gain depends on the second-order term of the product form, which is not derived: dividing instead by 1 − 4c/√A = 0.7979 gives 54.19 Hz, an error of 0.7 Hz. The linear estimate 4c/√A = 20.2 % overshoots there, while the product form gives 19.2 %. A set whose atomic energy is converged at the tight end to 10⁻⁴ E_h misses a fifth of the contact coupling, and eight more functions are needed to bring that to a quarter of a per cent. The limit of 53.46 Hz is the coupled restricted Hartree–Fock contact term with this valence and p set. It omits correlation, the spin-dipolar and orbital terms, vibration and the rest of the basis limit.

A coupling therefore needs tight s functions beyond an energy-converged set: for hydrogen with β = 3 an energy criterion of 10⁻⁶ E_h stops at an A where Z/√A is still 3.6 %, and each coupled nucleus needs its own extension, with A growing as Z² for a given relative error. A larger β reaches a given A with fewer functions at nearly the same c between 2 and 4, at the price of a higher floor and, by the estimate above, a larger envelope for ε.

**Where the estimate fails.** It needs A ≫ Z², but not many functions above the valence region: at N = 6 in the worked example only four exponents exceed 1, and the law is within 1 % of the variational density error. It needs free coefficients: the refit factor comes from readjusting the kept tight functions, and a contraction that freezes them changes the error of a coupling, although one taken from the atom in the same truncated set leaves that atom's density as it was. It needs one ratio β near the cut; for tight functions added with another spacing the scaling argument still gives the power for a family of fixed shape, but c has to be recomputed from the linear system. It needs a finite φ(0) with a linear cusp, so a Hamiltonian with another short-range behaviour gives another power. With an extended nucleus the cusp is rounded off once A^(−1/2) reaches the nuclear radius, roughly 2 × 10⁻⁵ bohr for the proton, that is near A ~ 10⁹ to 10¹⁰, far above the exponents of the example and far below the point where the alternating term would take over.

Numbers as computed

```
cut Gaussian transform constant 1/sqrt(pi) = 0.5642
beta=2: x=0.19553 h/(2sqrt(pi))=0.19553 tail=0.47206 refit=0.60340
beta=2: c=0.28484 kappa=0.01854 sigma=0.5582 exp(-pi^2/h)=6.5e-07
beta=3: x=0.30991 h/(2sqrt(pi))=0.30991 tail=0.42335 refit=0.72063
beta=3: c=0.30508 kappa=0.02194 sigma=0.5971 exp(-pi^2/h)=1.3e-04
beta=4: x=0.39108 h/(2sqrt(pi))=0.39107 tail=0.39108 refit=0.78136
beta=4: c=0.30557 kappa=0.02129 sigma=0.6265 exp(-pi^2/h)=8.1e-04
h=0.01: c=0.04484, sqrt(2h)/pi=0.04502
H beta=2 variational: x=0.19553, slope=-0.5001, kappa=0.01853
hydrogenic Z=1 beta=2: c from variational density = 0.28484
hydrogenic Z=6 beta=2: c from variational density = 0.28484
hydrogenic Z=1 beta=3: c from variational density = 0.30507
hydrogenic Z=6 beta=3: c from variational density = 0.30507
H beta=4 alternating ratio: variational -0.5934, predicted -0.5934
H beta=4 floor: E+1/2 = 3.073e-04 Eh, with 6 more diffuse 3.062e-04 Eh, pi*rho-1 = 6.54e-04
Be RHF a0=0.02 beta=3: c = 0.30506, limit rho(0) = 35.3867 bohr^-3
a_H/h = 4469.9 MHz, a_D/h = 686.2 MHz, J/chi = 116.534 Hz
N=6 chi: response 0.371013 au, finite-field UHF 0.371013 au
HD R=1.4 bohr, p 1.2, 0.35: c from J = 0.30516, tight-s limit J_FC = 53.458 Hz
H a0=0.05 beta=3 limit: E+1/2 = 1.800e-05 Eh, pi*rho-1 = 1.04e-05
N=6 A=36.45 bohr^-2: dE=9.447e-05 Eh (law 9.971e-05), drho=10.033% (law 10.106%)
N=6 HD: J=43.236 Hz, error 19.122% (4c/sqrtA 20.213%), corrected 53.504 Hz
N=8 A=328.1 bohr^-2: dE=3.600e-06 Eh (law 3.693e-06), drho=3.354% (law 3.369%)
N=8 HD: J=49.919 Hz, error 6.619% (4c/sqrtA 6.738%), corrected 53.461 Hz
N=10 A=2952 bohr^-2: dE=1.341e-07 Eh (law 1.368e-07), drho=1.119% (law 1.123%)
N=10 HD: J=52.263 Hz, error 2.235% (4c/sqrtA 2.246%), corrected 53.457 Hz
N=12 A=2.657e+04 bohr^-2: dE=4.953e-09 Eh (law 5.066e-09), drho=0.373% (law 0.374%)
N=12 HD: J=53.058 Hz, error 0.748% (4c/sqrtA 0.749%), corrected 53.457 Hz
N=14 A=2.391e+05 bohr^-2: dE=1.821e-10 Eh (law 1.876e-10), drho=0.124% (law 0.125%)
N=14 HD: J=53.324 Hz, error 0.250% (4c/sqrtA 0.250%), corrected 53.457 Hz
H beta=3: |eps| = 5.20e-04, alternating term wins at log10(A) = 20.1
A for 1e-6 Eh = 783.8 bohr^-2, density error there = 2.18%
A for 0.1% density = 3.723e+05 bohr^-2, extra tight functions = 5.61
per function beta=3: density error / 1.732, energy error / 5.196
functions per decade of density error = 4.19
```
